# Precursor pulse length for the fastest atomic layer deposition

A throughput calculation for atomic layer deposition needs a precursor pulse time before it can give a film thickness per minute. A pulse that nearly saturates the surface gives the most film per cycle, while a shorter one allows more cycles per minute. The choice depends on one ratio, the time the cycle spends on everything else divided by the time constant of adsorption. This section derives the pulse that maximizes growth per unit time and finds how the answer changes when the surface is not fully reset or the reactor gas is depleted.

## The adsorption time and the cycle

One cycle consists of a precursor pulse of length $t_p$, a purge, a co-reactant pulse and a second purge. Only $t_p$ is varied. The other three steps together take the fixed time $t_f$, so the "purge time" that enters the result includes the co-reactant pulse.

Let the precursor have partial pressure $p$, temperature $T$ and molecular mass $m$. Its number density is $n=p/kT$. The flux onto a wall is $n$ times the integral of the velocity component $v$ towards the wall over its Maxwell distribution, in which only molecules moving towards the wall ($v>0$) contribute:

$$\Phi=n\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}\,dv=n\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}}. \tag{1}$$

Since the mean speed is $\bar v=\sqrt{8kT/\pi m}$, the same flux can be written $\Phi=n\bar v/4$.

A fresh surface takes up $N$ molecules per unit area before it saturates. Let $s$ be the fraction of this capacity still free, and $\beta$ the probability that a molecule striking a fresh surface reacts. We assume that adsorption is irreversible and that its rate is proportional to $s$. Then $N\,ds/dt=-\beta\Phi s$, or

$$\frac{ds}{dt}=-\frac{s}{\tau},\qquad \tau=\frac{N}{\beta\Phi}. \tag{2}$$

At constant pressure $s$ decays exponentially. If the co-reactant restores every site, each pulse starts from $s=1$ and ends at $s=e^{-u}$, where $u=t_p/\tau$. The coverage reached is $a=1-e^{-u}$. With a saturated growth per cycle $G_s$, and thickness proportional to the number of molecules adsorbed,

$$G=G_s\,(1-e^{-u}). \tag{3}$$

We also assume that the purges remove all gas, so that no film grows by reactions between the two gases.

## The maximum

The cycle lasts $t_p+t_f=\tau(u+q)$, with $q=t_f/\tau$. The growth rate per unit time is therefore

$$R(u)=\frac{G_s}{\tau}\,\frac{1-e^{-u}}{u+q}. \tag{4}$$

The quotient rule gives

$$\frac{dR}{du}=\frac{G_s}{\tau}\,\frac{e^{-u}(u+q)-(1-e^{-u})}{(u+q)^2}
=\frac{G_s}{\tau}\,\frac{e^{-u}}{(u+q)^2}\left(1+u+q-e^u\right), \tag{5}$$

where $e^{-u}$ has been taken out of the numerator. The prefactor is positive, so the bracket decides the sign. The function $e^u-1-u$ is zero at $u=0$, has the positive derivative $e^u-1$ for $u>0$, and grows without bound. For $q>0$ it therefore equals $q$ at one positive $u$. The rate rises before that point and falls after it, so the point is the global maximum:

$$e^u=1+u+q. \tag{6}$$

Equation (6) also says that $e^u-1=u+q$. Since $1-e^{-u}=e^{-u}(e^u-1)$, the coverage and the rate at the optimum are

$$a=\frac{u+q}{1+u+q},\qquad R_{\max}=\frac{G_s}{\tau}\,e^{-u}. \tag{7}$$

The condition has a geometrical reading. Setting the derivative of $G/(u+q)$ to zero gives

$$\frac{dG}{du}=\frac{G}{u+q}, \tag{8}$$

so the tangent to the curve $G(u)$ at the optimum passes through the point $(-q,0)$. The pulse should continue until the momentary growth rate has dropped to the average over the whole cycle.

If $q=0$, the bracket in (5) is negative for all $u>0$. The rate then has no maximum at a positive pulse length and only approaches its upper limit $G_s/\tau$ as $u\to0$. It is the fixed time that makes a finite pulse worthwhile.

The result needs $t_f$ to be independent of $t_p$. Suppose instead that a longer pulse requires a longer purge, $t_f=t_0+ct_p$ with $c\ge0$. The cycle time is then $(1+c)\tau\,[u+t_0/((1+c)\tau)]$. The constant factor $1+c$ lowers the rate without moving the maximum, so (6) still holds with $q$ replaced by $t_0/[(1+c)\tau]$. For $c>0$ the best pulse becomes shorter.

## Solution and limits

To solve (6) in closed form, set $w=1+u+q$. Then $w=e^u=e^{w-1-q}$, and multiplying by $-e^{-w}$ gives

$$(-w)e^{-w}=-e^{-(1+q)}. \tag{9}$$

The Lambert function $W$ is defined by $We^W=z$, so $-w$ is a value of $W$ at $z=-e^{-(1+q)}$. Because $w>1$, we need the real branch with values below $-1$, which is $W_{-1}$:

$$u=-1-q-W_{-1}\!\left(-e^{-(1+q)}\right). \tag{10}$$

When the fixed time is short, $q\ll1$, the root is small. Expanding the exponential in (6) gives

$$q=\frac{u^2}{2}\left[1+\frac u3+O(u^2)\right]. \tag{11}$$

Solving for the factor $u$ outside the bracket, $u=\sqrt{2q}\,[1-u/6+O(u^2)]$. Inserting $u\simeq\sqrt{2q}$ on the right yields

$$u=\sqrt{2q}-\frac q3+O(q^{3/2}). \tag{12}$$

The best coverage is then only about $\sqrt{2q}$, far from saturation.

When the fixed time is long, $q\gg1$, take the logarithm of (6) and write $L=\ln(1+q)$:

$$u=L+\ln\!\left(1+\frac{u}{1+q}\right)=L+\frac{L}{1+q}+O\!\left(\frac{L^2}{q^2}\right). \tag{13}$$

The second form uses $\ln(1+\epsilon)\simeq\epsilon$ and $u\simeq L$ in the small term. The pulse grows only logarithmically with the fixed time, and the uncovered fraction $e^{-u}=1/(1+u+q)$ falls roughly as $1/q$. Roots between and near these limits are:

| $q$ | best $u$ | coverage |
|---|---|---|
| 0.1 | 0.416 | 0.340 |
| 1 | 1.146 | 0.682 |
| 10 | 2.611 | 0.927 |
| 100 | 4.660 | 0.991 |

## Errors in the pulse and in the dose

To see how sharp the maximum is, differentiate the logarithm of (4):

$$\frac{d\ln R}{du}=\frac{1}{e^u-1}-\frac{1}{u+q},\qquad
\frac{d^2\ln R}{du^2}=-\frac{e^u}{(e^u-1)^2}+\frac{1}{(u+q)^2}. \tag{14}$$

At the optimum $e^u-1=u+q$ and $e^u=1+u+q$, so

$$\left.\frac{d^2\ln R}{du^2}\right|_{\rm opt}=\frac{-(1+u+q)+1}{(u+q)^2}=-\frac{1}{u+q}. \tag{15}$$

A small error $\Delta u$ in the scaled pulse thus lowers the rate by the relative amount $\Delta u^2/[2(u+q)]$. For a given error in seconds, a longer fixed time makes the maximum broader.

Thickness uniformity is a separate matter. Suppose that one part of the wafer receives a slightly different dose while the pulse time stays the same. Its growth follows (3) with a changed $u$, so

$$\frac{d\ln G}{d\ln u}=\frac{u\,e^{-u}}{1-e^{-u}}=\frac{u}{e^u-1}=\frac{u}{u+q}, \tag{16}$$

where the last step holds at the optimum. The relative thickness error equals the relative dose error, when small, times the share of the cycle spent in the precursor pulse. The fastest recipe therefore gives up some of the self-limiting character of the process.

## Incomplete reset by the co-reactant

Now let the co-reactant free only a fraction $b$ of the covered sites, with $0<b\le1$ and $b$ fixed. If a cycle starts with free fraction $s$, the precursor pulse leaves $se^{-u}$ free and $1-se^{-u}$ covered. The next cycle starts with

$$s'=se^{-u}+b\,(1-se^{-u})=b+(1-b)e^{-u}s. \tag{17}$$

This is the cycle map. Each cycle multiplies the deviation from its fixed point by $(1-b)e^{-u}<1$, so the surface settles to

$$s_*=\frac{b}{1-(1-b)e^{-u}}. \tag{18}$$

The steady growth in units of $G_s$ is $g=s_*(1-e^{-u})=s_*a$. With $e^{-u}=1-a$ the denominator in (18) becomes $a+b-ab$, hence

$$g=\frac{ab}{a+b-ab},\qquad \frac1g=\frac1a+\frac1b-1. \tag{19}$$

The two half-cycles enter symmetrically. Maximizing $g/(u+q)$ means minimizing $(u+q)/g$. Since $da/du=e^{-u}$, the derivative of $1/g$ is $-e^{-u}/a^2$, and the stationary point obeys

$$\frac1g-(u+q)\frac{e^{-u}}{a^2}=0
\quad\Rightarrow\quad
u+q=\frac{a^2e^u}{g}=\frac{(e^u-1)\left[1-(1-b)e^{-u}\right]}{b}. \tag{20}$$

The last form uses $ae^u=e^u-1$ and (19). For $b=1$ it reduces to (6). For $b<1$ the factor $[1-(1-b)e^{-u}]/b$ exceeds one, so at the old root the right side is already larger than $u+q$ and the rate is already falling. There is one maximum, because $g$ is an increasing concave function of $a$, and $a$ is a concave function of $u$. Then $g-(u+q)\,dg/du$ has the derivative $-(u+q)\,d^2g/du^2>0$ and changes sign once, from negative to positive. The best precursor pulse is therefore shorter than for full reset.

## Filling and depletion of the reactor

The pressure over the wafer is not a rectangular pulse. Gas needs time to fill and leave the reactor, and the surface consumes some of it. Consider a well-mixed reactor with gas residence time $t_r$, and let $\gamma$ be the precursor pressure divided by its inlet value during the pulse. With $\chi=1$ during the pulse and $\chi=0$ afterwards,

$$\frac{d\gamma}{dt}=\frac{\chi-\gamma}{t_r}-K\gamma s,\qquad
\frac{ds}{dt}=-\frac{\gamma s}{\tau},\qquad K=\frac{\beta\bar v}{4}\frac AV. \tag{21}$$

Here $\tau$ refers to the inlet pressure, and $K$ is the rate at which a molecule is lost to fresh surface of area $A$ in volume $V$. It follows from dividing the loss $\beta n\bar vA/4$ by the number of molecules $nV$.

Define the scaled dose actually received as $x=\tau^{-1}\int\gamma\,dt$. The second equation gives a final free fraction $e^{-x}$, and also $\int\gamma s\,dt=\tau(1-e^{-x})$. Integrate the first equation from the start of the pulse to the end of a purge much longer than $t_r$. Since $\gamma$ vanishes at both ends,

$$0=\frac{t_p-\tau x}{t_r}-K\tau(1-e^{-x})
\quad\Rightarrow\quad u=x+D(1-e^{-x}),\qquad D=Kt_r. \tag{22}$$

With $D=0$ we have $x=u$: the dose lost while the reactor fills is recovered while it empties. For $D>0$ the growth rate follows from

$$\frac{G_s}{\tau R}=\frac{u+q}{1-e^{-x}}=\frac{x+q}{1-e^{-x}}+D. \tag{23}$$

The constant $D$ does not affect where the minimum over $x$ lies, and $u$ increases with $x$. The best dose therefore obeys $e^x=1+x+q$, the same equation as before. In this model depletion leaves the best coverage unchanged. It lengthens the best pulse by $D\tau(1-e^{-x})$ and, because $(x+q)/(1-e^{-x})=e^x$ at the optimum, it lowers the maximum rate to

$$R_{\max}=\frac{G_s}{\tau\,(e^x+D)}. \tag{24}$$

## A worked case

Take round parameters in the regime of thermal alumina deposition from trimethylaluminium and water: 473 K, 0.01 Torr of precursor with molar mass 72 g/mol, $\beta=0.001$, $N=3.5\ \mathrm{nm^{-2}}$ and $G_s=0.10$ nm. Each purge lasts 1.0 s and the water pulse 0.2 s. Equation (1) gives a flux of $1.903\times10^4\ \mathrm{nm^{-2}\,s^{-1}}$, so

$$\tau=\frac{3.5}{0.001\times1.903\times10^4}\ \mathrm{s}=0.184\ \mathrm{s},\qquad
q=\frac{2.20}{0.1839}=11.96. \tag{25}$$

The root of (6) is $u=2.755$, for which both sides equal 15.72. The best pulse is $2.755\times0.1839\ \mathrm{s}=0.507$ s, the coverage is 0.936 and the cycle takes 2.707 s. The maximum rate is

$$R_{\max}=\frac{60\times0.09364}{2.707}\ \mathrm{nm/min}=2.08\ \mathrm{nm/min}. \tag{26}$$

A pulse that reaches 99.9 % coverage lasts 1.27 s and gives 1.73 nm/min with the same fixed time. The best pulse is 20 % faster than that. The maximum is broad: half the best pulse still gives 88 % of the maximum rate, and twice the best pulse gives 90 %.

The price is uniformity. The pulse occupies a share 0.187 of the cycle, so (16) predicts a thickness loss of about $0.187\times20\,\%=3.7\,\%$ where the dose is 20 % low. The full expression (3) gives 5.0 %, more than the linear estimate because the growth curve steepens towards smaller doses. With the 99.9 % pulse the loss is 0.3 %.

The neglected effects can be sized one at a time, with the other settings held fixed:

- **Incomplete reset.** If the water reaction is also first order with a time constant of 0.05 s, the 0.2 s pulse gives $b=1-e^{-4}=0.982$. The best $u$ drops to 2.738 and the maximum rate to 2.04 nm/min.
- **Depletion.** For a 20 mm gap with two reactive faces, $A/V=100\ \mathrm{m^{-1}}$. With $\bar v=373$ m/s this gives $K=9.32\ \mathrm{s^{-1}}$, and $t_r=0.05$ s gives $D=0.466$. The best pulse becomes $0.1839\,(2.755+0.466\times0.936)\ \mathrm{s}=0.587$ s, and numerical integration of (21) gives the same value. The maximum rate is 2.02 nm/min. Keeping the old pulse of 0.507 s would give 2.00 nm/min.
- **Slow sites.** If 10 % of the capacity fills ten times more slowly, the best pulse is 0.526 s, the coverage there is 0.873 and the rate is 1.92 nm/min. This is 7 % below the ideal result and the largest of the three reductions.
- **Diffusion across the gap.** Equating the uptake $\beta n\bar v/4$ to a diffusive flux over half the gap $h$ gives $\beta\bar vh/(8D_g)$ as an upper estimate of the relative density drop from mid-gap to wall. With gas supplied evenly across the gap the flux falls to zero at mid-gap, so the drop is about half of this. For an assumed diffusivity $D_g=0.02\ \mathrm{m^2/s}$, of the order expected at a total pressure near 1 Torr, the upper estimate is 0.047 and the drop about 0.023, so transport across the gap is a small correction at this sticking probability. The drop grows with $\beta$. If $\beta$ were ten times larger it would reach about 0.19 and would no longer be small.

## Relation to a real process

The temperature and the growth of about 0.1 nm per cycle are roughly typical of alumina deposition from these gases. A higher precursor pressure or longer purges would raise $q$. The sticking probability is the least certain input. Since $q$ is proportional to $\beta$, a tenfold change either way moves $q$ to about 1.2 or 120, close to the second and last rows of the table, and the best coverage ranges from about 0.7 to 0.99. A real surface may lack a single adsorption time. The slow-site case shows a 7 % loss of rate for one assumed distribution, not a measured one. The well-mixed model leaves at most a fraction of about $2\times10^{-9}$ of the gas after a 1 s purge, but it omits slow release of water from the walls, which can force longer purges. It also ignores gradients along the flow. Over a wafer length of 0.3 m, with no diffusion out through the ends, diffusion evens out the slowest density variation with a time constant of about $0.3^2/(\pi^2\times0.02)\approx0.46$ s, much longer than the residence time of 0.05 s, so without other mixing the coverage varies along the flow and the depletion figures above are only estimates. Desorption and decomposition of the precursor are left out as well. Equation (3) does not describe deep trenches, where the gas must also diffuse to the bottom. The extra dose, relative to that for a flat wafer, grows with the ratio of depth to width and with the sticking probability.

For a flat wafer with a fixed purge time and a measured adsorption time, equation (6) is a sound starting point when throughput alone matters. When uniformity limits the product, (16) estimates what the shorter pulse costs for small dose errors, and the broad maximum allows a longer pulse at a modest loss of rate. The numerical output gives the values in full.

## Values computed for the example and the checks

```
q = 0.1: best u = 0.4162, coverage = 0.3405
q = 1: best u = 1.1462, coverage = 0.6822
q = 10: best u = 2.6109, coverage = 0.9265
q = 100: best u = 4.6602, coverage = 0.9905
short-time error order in q: 1.496
temperature: 473 K
precursor pressure: 0.010 Torr
precursor molar mass: 72 g/mol
initial sticking probability: 0.0010
saturated uptake: 3.5 per nm2
saturated growth per cycle: 0.10 nm
each purge: 1.0 s; co-reactant pulse: 0.2 s
flux: 1.903e+04 per nm2 per s
mean molecular speed: 373.0 m/s
adsorption time tau: 0.1839 s
fixed time: 2.20 s; q = 11.965
best scaled pulse u: 2.7549
exp(u): 15.7197; 1+u+q: 15.7197
best pulse: 0.5066 s; cycle: 2.7066 s
coverage at best pulse: 0.9364
growth per cycle at best pulse: 0.09364 nm
maximum growth rate: 2.0758 nm/min
99.9 % pulse: u = 6.9078, time = 1.2701 s
growth rate with 99.9 % pulse: 1.7273 nm/min
gain of best over 99.9 % pulse: 20.18 %
rate at half the best pulse / maximum: 0.8810
rate at twice the best pulse / maximum: 0.8959
curvature of ln(rate) in u: -0.06794
dose sensitivity d ln G / d ln dose: 0.1872
thickness loss, dose 20 % low, best pulse: 4.99 %
thickness loss, dose 20 % low, 99.9 % pulse: 0.30 %
reset time constant: 0.05 s; b = 0.9817
incomplete reset: best u = 2.7376
incomplete reset: maximum rate = 2.0402 nm/min
gas residence time: 0.05 s; gap: 20 mm
loss frequency to fresh surface: 9.324 per s
depletion number D: 0.4662
depletion: best pulse, formula = 0.5868 s
depletion: best pulse, integrated = 0.5868 s
depletion: coverage at best pulse = 0.9364
depletion: maximum rate = 2.0160 nm/min
depletion: rate with unadjusted pulse = 2.0020 nm/min
slow sites: share = 0.10, slower by 10 times
slow sites: best u = 2.8628, pulse = 0.5264 s
slow sites: coverage at best pulse = 0.8735
slow sites: maximum rate = 1.9223 nm/min
diffusivity: 0.020 m2/s
relative diffusion drop over half gap: 0.0466
gas left after one purge, ideal mixing: 2.06e-09
```
